\section*{Spin states of C5H5+ and C5H5− in a Pariser–Parr–Pople model}

\section*{Problem}

Five carbon $p_\pi$ orbitals sit on a regular pentagon. With $n_j=n_{j\uparrow}+n_{j\downarrow}$, take
\begin{equation}
\begin{aligned}
H={}&-t\sum_{j\sigma}(c^\dagger_{j\sigma}c_{j+1,\sigma}+\text{h.c.})
+U\sum_j n_{j\uparrow}n_{j\downarrow}\\
&+\sum_{i<j}V_{ij}(n_i-1)(n_j-1),
\end{aligned}
\end{equation}
where $V_{ij}=V_1$ for neighbours and $V_2$ for second neighbours. Use $t=2.4$ eV, $U=11$ eV, a bond length of $0.14$ nm and the Ohno form
\begin{equation}
V(r)=\frac{U}{\sqrt{1+(rU/C)^2}},\qquad C=\frac{e^2}{4\pi\epsilon_0}=1.44\ \text{eV nm}.
\end{equation}

\begin{enumerate}
\item Find the ring orbitals and the energy of a single determinant.
\item Order the lowest states of the four-electron cation to first order in the repulsion. Does second order support that ordering?
\item Diagonalise the model. What are the ground-state spins of the cation and of the six-electron anion?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Use complex orbitals with ring momentum $k=0,\pm1,\pm2$. Momentum is conserved modulo 5.
\item Every complex orbital has the same density on all sites. Ask which part of the repulsion can then distinguish determinants.
\item A single excitation changes the total momentum. For the triplet, reflection reduces the final matrix to six rows.
\end{enumerate}

\section*{Solution}

\subsection*{1. Orbitals and determinant energies}

Define $a^\dagger_{k\sigma}=5^{-1/2}\sum_j e^{2\pi ikj/5}c^\dagger_{j\sigma}$. The hopping term becomes $\sum\varepsilon_k a^\dagger_{k\sigma}a_{k\sigma}$ with $\varepsilon_k=-2t\cos(2\pi k/5)$. With $\varphi=(1+\sqrt5)/2$,
\begin{equation}
\varepsilon_0=-2t,\qquad \varepsilon_{\pm1}=-t/\varphi,\qquad \varepsilon_{\pm2}=\varphi t .
\end{equation}
These are $-4.80$, $-1.48$ and $3.88$ eV. Writing $s=\sqrt5\,t$, the gaps are $\varepsilon_2-\varepsilon_1=(\varphi+1/\varphi)t=s$ and $\varepsilon_2-\varepsilon_0=(2+\varphi)t=\varphi s$.

Let $S=2V_1+2V_2$. Expanding $(n_i-1)(n_j-1)$ gives $n_in_j$ terms plus the constant $S(5/2-N)$ for $N$ electrons. Inserting $c_{j\sigma}=5^{-1/2}\sum_k e^{2\pi ikj/5}a_{k\sigma}$ into the remaining repulsion gives
\begin{equation}
\begin{aligned}
H_{\rm rep}&=\tfrac12\sum_{kpq\sigma\sigma'}W_q\,a^\dagger_{k+q,\sigma}a^\dagger_{p-q,\sigma'}a_{p\sigma'}a_{k\sigma},\\
W_q&=\tfrac15\bigl[U+2V_1\cos(2\pi q/5)+2V_2\cos(4\pi q/5)\bigr].
\end{aligned}
\end{equation}
An opposite-spin pair costs $W_0$. A same-spin pair costs $W_0-W_{k-k'}$, because its two annihilators can be contracted in either order. Hence
\begin{equation}
E_{\rm det}=\sum_{\rm occ}\varepsilon_k+\tfrac12N(N-1)W_0+S(\tfrac52-N)-\!\!\sum_{\text{same-spin pairs}}\!\!W_{k-k'} .
\label{det}
\end{equation}
At fixed $N$ and fixed orbital energy, only exchange distinguishes determinants.

The Ohno form gives $V_1=7.513$ eV and $V_2=5.504$ eV, so $W_1=1.348$ eV. Since $2\cos(4\pi/5)=-\varphi$ and $2\cos(8\pi/5)=\varphi-1$,
\begin{equation}
W_2=\frac{(U-V_2)-\varphi(V_1-V_2)}5=\frac{5.496-3.251}{5}=0.449\ \text{eV}.
\end{equation}

\subsection*{2. Perturbation theory for the cation}

Two electrons fill $k=0$ and two share $k=\pm1$. Consider these determinants:
\begin{itemize}
\item Spin up $\{0,1,-1\}$, spin down $\{0\}$: a triplet with exchange sum $2W_1+W_2$.
\item Both spins $\{0,1\}$, or both $\{0,-1\}$: singlets with exchange sum $2W_1$. Their momenta, $+2$ and $-2$, differ by $4$, which is not zero modulo 5, so they do not mix.
\item One electron in each of $k=\pm1$ with opposite spins: two determinants with exchange sum $2W_1$, coupled by $W_2$. The combinations lie at $\mp W_2$. The lower is the $S_z=0$ partner of the triplet and the upper is a singlet.
\end{itemize}
Relative to the triplet, the singlets therefore lie at $W_2$ (twice) and $2W_2$. Reflection $k\to-k$ exchanges two same-spin electrons in the triplet and changes its sign. Reflection in the molecular plane gives $(-1)^4=1$. The triplet is thus $^3A_2'$, the doublet $^1E_2'$ and the upper singlet $^1A_1'$. To first order the triplet is lowest if $W_2>0$, that is, if $U-V_2>\varphi(V_1-V_2)$. For $W_2<0$ this order reverses.

At second order single excitations vanish by momentum conservation. The double excitations below are written (up, down), with $\bar k=-k$; braces denote a same-spin pair.

For the triplet:
\begin{itemize}
\item $(0,0)\to(2,\bar2),(\bar2,2)$: amplitude $W_2$, cost $2\varphi s$.
\item $(1,0)\to(2,\bar1)$ and its mirror image: $W_1$, cost $\varphi s$.
\item $(1,0)\to(\bar2,\bar2)$ and its mirror image: $W_2$, cost $\varphi^2s$.
\item $\{1,\bar1\}\to\{2,\bar2\}$: $W_1-W_2$, cost $2s$.
\end{itemize}
For the singlet with both spins $\{0,1\}$:
\begin{itemize}
\item $(0,0)\to(2,\bar2),(\bar2,2)$: $W_2$, cost $2\varphi s$.
\item $(0,1)\to(\bar1,2)$, $(2,\bar1)$, $(\bar2,\bar2)$: $W_1,W_2,W_2$, costs $\varphi s,\varphi s,\varphi^2s$; each also occurs with the spins interchanged.
\item $(1,1)\to(\bar1,\bar2),(\bar2,\bar1)$: $W_2$, cost $s$.
\item $\{0,1\}\to\{\bar1,2\}$ for either spin: $W_1-W_2$, cost $\varphi s$.
\end{itemize}
Each process contributes $-|\text{amplitude}|^2/\text{cost}$. Common terms cancel in the difference. Using $1+1/\varphi=\varphi$,
\begin{align}
E(^1E_2')-E(^3A_2')
&\simeq W_2-\frac1s\left[2W_2^2\Bigl(1+\frac1\varphi\Bigr)+\Bigl(\frac2\varphi-\frac12\Bigr)(W_1-W_2)^2\right]\nonumber\\
&=W_2-\frac{2\varphi W_2^2+(2/\varphi-1/2)(W_1-W_2)^2}{\sqrt5\,t}.
\label{second}
\end{align}
The numbers are $0.449-0.232=0.217$ eV. The order survives, but second order removes half the first-order gap. A full diagonalisation is needed.

\subsection*{3. Diagonalisation}

The cation has $\binom52^2=100$ determinants with $S_z=0$, $\binom53\binom51=50$ with $S_z=1$, and $5$ with $S_z=2$. Relabelling every $k\to k+1$ changes the total momentum by $4$ modulo 5, so the 50 determinants divide into five momentum blocks of ten.

Write $|k_1k_2k_3;p\rangle=a^\dagger_{k_1\uparrow}a^\dagger_{k_2\uparrow}a^\dagger_{k_3\uparrow}a^\dagger_{p\downarrow}|{\rm vac}\rangle$. In the zero-momentum block, the six combinations odd under the reflection $M$ are
\begin{equation}
\begin{aligned}
&A=|01\bar1;0\rangle,\qquad B=|02\bar2;0\rangle,\qquad X=(X_1-MX_1)/\sqrt2,\\
&C_1=|02\bar1;\bar1\rangle,\quad D_1=|21\bar1;\bar2\rangle,\quad
E_1=|0\bar2\bar1;\bar2\rangle,\quad F_1=|12\bar2;\bar1\rangle,
\end{aligned}
\end{equation}
with $X=C,D,E,F$. An opposite-spin transfer replaces one label on each side with amplitude $W_q$; reordering the up labels supplies the sign. A same-spin transfer has a direct minus an exchange amplitude. For example, $C_1\to E_1$ gives $W_1$ and $C_1\to -ME_1=|012;2\rangle$ gives $-W_2$, so $\langle C|H|E\rangle=W_1-W_2$. With $d=W_1-W_2$ and energies measured from $\langle A|H|A\rangle$, the symmetric matrix in the order $A,\ldots,F$ is
\begin{equation}
\small
\begin{pmatrix}
0&d&\sqrt2W_1&\sqrt2W_2&\sqrt2W_2&0\\
&2s+d&\sqrt2W_1&0&-\sqrt2W_2&\sqrt2W_1\\
&&\varphi s+d&-W_1&d&d-W_2\\
&&&2\varphi s+d+W_1&-d-W_1&-d\\
&&&&\varphi^2s&W_2\\
&&&&&2\varphi s+W_2
\end{pmatrix}.
\end{equation}
The extra $W_1$ and $W_2$ in the $D$ and $F$ diagonals come from coupling between mirror partners.

Setting the coefficient of $A$ to one, the lowest eigenvector has $(B,C,D,E,F)\simeq(-0.049,-0.184,-0.048,-0.042,0.008)$. The first row then gives the correlation energy:
\begin{equation}
0.899(-0.049)+1.906(-0.184)+0.635(-0.048-0.042)\simeq-0.45\ \text{eV}.
\end{equation}
Equation~\eqref{det} gives $\langle A|H|A\rangle=-10.321$ eV, so the triplet energy is $-10.772$ eV. Its leading determinant has weight $0.96$.

The same transfer rules generate the other blocks. Their numerical diagonalisation gives a lowest singlet at $-10.480$ eV and a quintet at $-3.883$ eV. Thus
\begin{equation}
E_{\rm singlet}-E_{\rm triplet}=0.292\ \text{eV}=28.2\ \text{kJ/mol}.
\end{equation}
The cation ground state is the triplet $^3A_2'$. The lowest singlet is doubly degenerate, and its fivefold-rotation trace, $-1.618=2\cos(4\pi/5)$, identifies momentum $\pm2$. Correlation lowers this singlet by $0.609$ eV from its determinant, against $0.452$ eV for the triplet. It therefore narrows the exchange gap without reversing it.

For the anion, both spins fill $\{0,1,-1\}$, with exchange sum $4W_1+2W_2$. A triplet requires promotion of one electron to $k=\pm2$. Its up-spin exchange is $3W_1+3W_2$ and its down-spin exchange is $W_1$. The four possible promotions have different total momenta and do not mix at first order. Therefore
\begin{equation}
E_{\rm triplet}-E_{\rm singlet}\simeq\sqrt5\,t-W_2=5.367-0.449=4.918\ \text{eV}.
\end{equation}
Full diagonalisation gives $4.777$ eV, or $461$ kJ/mol, with a nondegenerate $^1A_1'$ ground state. The closed-shell determinant has weight $0.97$. The occupations of $k=0,\pm1$ are $1.99,1.97,1.97$; in the cation they are $1.96,1.00,1.00$. Exchange can align the cation's two open-shell electrons without orbital promotion, whereas the anion must pay the $e_1''$--$e_2''$ gap.

\subsection*{Relation to real cyclopentadienyl}

The parameters are rough, typical carbon $\pi$ values. In the ionic electron-counting scheme for metallocenes the ligand is this closed-shell anion, but this calculation omits the metal bond and cannot predict the stability of a complex. An isolated real anion loses an electron at roughly 2 eV, so the model's 4.8 eV triplet lies above a detachment threshold that its fixed orbitals cannot describe. For the cation, replacing Ohno by Mataga--Nishimoto repulsion at fixed $t$ and $U$ raises the gap to $0.51$ eV. Shifting one site by $-1$ or $+1$ eV, a crude measure of a strong substituent or nearby counterion, lowers the Ohno gap to $0.10$ or $0.02$ eV at fixed geometry; the gap vanishes near $-1.3$ and $+1.06$ eV. Explicit $\sigma$ correlation and solvent are also absent.

\section*{Variation 1: on-site repulsion only}

\textit{Set $V_1=V_2=0$. Does second order predict the correct spin at $U=4t$?}

Now $W_1=W_2=U/5$, and \eqref{second} becomes
\begin{equation}
\frac{\Delta E}{t}\simeq\frac{U}{5t}-\frac{2\varphi}{25\sqrt5}\left(\frac Ut\right)^2 .
\end{equation}
At $U=t$ this gives $0.142$, close to the diagonalised value $0.148$. At $U=4t$ it gives $-0.13$, whereas diagonalisation gives $+0.252$. The predicted reversal is a failure of the truncated series. The gap is positive at all six sampled ratios, $U/t=1,2,4,8,16,64$. It is largest among them at $8$, where it is $0.263t$, and falls to $0.062t$ at $64$. The fall comes from a level crossing. Between $U/t=12$ and $16$ the $^1A_1'$ singlet drops below $^1E_2'$, whose own gap keeps rising, to $0.294t$ at $16$ and $0.354t$ at $64$.

\section*{Variation 2: let the bonds relax}

\textit{Let $t_b=t-\alpha\delta_b$, with $\alpha=0.04$ eV/pm and a $\sigma$ stiffness $K=0.004$ eV/pm$^2$ per bond, both rough. Hold the repulsions fixed. Does the triplet remain lowest?}

Let $P=1.016$ be the triplet expectation value of $\sum_\sigma(c^\dagger_{b\sigma}c_{b+1,\sigma}+\text{h.c.})$ on each bond. This is twice the usual $\pi$ bond order, which is therefore about $0.51$; the line labelled ``pi bond order'' in the numerical output prints $P$ itself. The $\pi$ energy has slope $\alpha P$, so the regular triplet is stationary when
\begin{equation}
E(\delta)=E_\pi(\delta)+\sum_b\left(-\alpha P\delta_b+\tfrac12K\delta_b^2\right).
\end{equation}
Minimisation leaves the triplet regular. The singlet lowers its energy by $0.204$ eV, with bond changes $(-6.4,9.6,-6.4,1.8,1.8)$ pm. This minimum is shallow along one direction: the form with the opposite alternation, $(-7.7,7.1,-2.9,-2.9,7.1)$ pm, is a saddle only about $0.003$ eV higher, so the bond pattern itself is not robust. For these values the triplet remains lowest, but the gap falls to
\begin{equation}
0.292-0.204=0.088\ \text{eV},
\end{equation}
or $3.4\,k_BT$ at 300 K. This ordering is sensitive to the rough parameters: raising $\alpha$ to $0.045$ eV/pm at the same $K$ puts the relaxed singlet about $0.01$ eV below the triplet. Projecting the bond changes onto $\cos(2\pi mb/5)$, centred on the long bond, gives amplitudes of about $1.1$ pm for $m=1$ and $8.4$ pm for $m=2$. The $m=2$ distortion can mix the momentum-$\pm2$ singlets with the zero-momentum singlet, which lies only $0.338$ eV higher in the regular ring. Distortion is therefore a larger correction than the hopping uncertainty sampled here: changing $t$ to $2.0$ or $2.8$ eV in the regular ring gives gaps of $0.272$ and $0.308$ eV. Relaxation combined with a site shift reverses the order in this model: with the same $\sigma$ terms and both states relaxed, a shift of $-0.5$ or $+0.5$ eV puts the singlet about $0.05$ or $0.10$ eV below the triplet. The numerical output lists the remaining levels and parameters.

\section*{Computed values}
\begin{verbatim}
Hopping t = 2.40 eV; on-site U = 11.00 eV
Distances: neighbour 0.1400 nm, second neighbour 0.2265 nm
Coulomb constant e^2/(4 pi eps0) = 1.43996 eV nm
Ohno V1 = 7.5128 eV; V2 = 5.5038 eV
Ring energies k=0, +-1, +-2: -4.8000, -1.4833, 3.8833 eV
Exchange W1 = 1.3476 eV; W2 = 0.4491 eV
Determinants, cation Sz=0,1,2: 100 50 5
Determinants, anion Sz=0,1,2: 100 50 5
Cation lowest triplet, singlet, quintet: -10.77245, -10.48039, -3.88328 eV
Anion lowest singlet, triplet, quintet: -2.32573, 2.45161, 6.20000 eV
Cation singlet-minus-triplet, first order: 0.4491 eV
Second-order reduction: 0.2323 eV; gap then 0.2168 eV
Cation singlet-minus-triplet, exact in model: 0.2921 eV = 28.18 kJ/mol
Anion triplet-minus-singlet, first order: 4.9175 eV
Anion triplet-minus-singlet, exact in model: 4.7773 eV = 460.94 kJ/mol
Anion first excited singlet above ground: 5.4353 eV
Determinant energies: cation triplet -10.3208, cation (+1)^2 -9.8717, anion -1.8382 eV
Correlation energies: cation triplet -0.4517, anion -0.4875 eV
Cation singlet level 1: 0.2921 eV above triplet, degeneracy 2, C5 trace -1.6180, (+1)^2 weight 0.9434
Cation singlet level 2: 0.6298 eV above triplet, degeneracy 1, C5 trace 1.0000, (+1)^2 weight 0.0000
C5 and reflection values, cation triplet then anion: 1.000 -1.000 1.000 1.000
Leading determinant weight: cation triplet 0.9612, anion 0.9657
Cation occupations k=0,1,-1,2,-2: 1.9612 0.9968 0.9968 0.0226 0.0226
Anion occupations k=0,1,-1,2,-2: 1.9916 1.9697 1.9697 0.0345 0.0345
Cation gap with Ohno repulsion, t = 2.0 eV: 0.2719 eV
Cation gap with Ohno repulsion, t = 2.8 eV: 0.3081 eV
Mataga-Nishimoto V1, V2: 5.3154, 4.0287 eV; cation gap 0.5064 eV
On-site repulsion only, U/t = 1: cation gap/t = 0.14786
On-site repulsion only, U/t = 2: cation gap/t = 0.21700
On-site repulsion only, U/t = 4: cation gap/t = 0.25230
On-site repulsion only, U/t = 8: cation gap/t = 0.26299
On-site repulsion only, U/t = 16: cation gap/t = 0.24080
On-site repulsion only, U/t = 64: cation gap/t = 0.06236
Hopping slope 0.040 eV/pm; sigma stiffness 0.0040 eV/pm^2
Triplet pi bond order = 1.0163
Singlet relaxation energy = 0.2041 eV
Singlet bond changes: -6.35 9.60 -6.35 1.83 1.83 pm
Largest triplet bond change = 0.003 pm
Relaxed singlet-minus-triplet gap = 0.0879 eV
Cation gap with one site shifted by -1.0 eV: 0.1004 eV
Cation gap with one site shifted by +1.0 eV: 0.0204 eV
Thermal energy at 300 K = 0.02585 eV; relaxed gap/kT = 3.40
\end{verbatim}
